# The potential that drives a one-electron Gaussian density of prescribed width

## The problem

One electron moves on a line in a scalar potential $v(x,t)$. Its density is prescribed at all times as a Gaussian centred at the origin,

$$n(x,t)=\frac{1}{s(t)\sqrt{2\pi}}\,\exp\!\left(-\frac{x^2}{2s(t)^2}\right),$$

where the standard deviation $s(t)>0$ is a given, twice differentiable function. Hartree atomic units are used ($\hbar=m=e=1$), so the Schrödinger equation reads

$$i\,\partial_t\psi=-\tfrac12\,\partial_x^2\psi+v\,\psi .$$

A prime on $s$ means a time derivative. The kinetic energy is assumed finite.

The Runge-Gross theorem says that, for a fixed initial state, two potentials that can be Taylor-expanded around the initial time and differ by more than a function of time alone produce different densities. Suitable behaviour at large distance is assumed. The density therefore determines the potential up to such a function. Here the potential can be found explicitly.

**(a)** Find the velocity field of the electron from the density alone.

**(b)** Find the phase of the wavefunction and the potential. What freedom is left, and which initial state is needed?

**(c)** Interpret the result as an equation of motion for the width. Check it for constant width and for a free electron.

**(d)** Let the width grow from 1 to 2 bohr in 4 atomic units of time along

$$s(t)=1+10\tau^3-15\tau^4+6\tau^5,\qquad \tau=t/4 .$$

Compute the potential at $t=1$ and $t=3$, and confirm by propagation that it produces the prescribed density.

## Hints

1. Write $\psi=\sqrt n\,e^{i\theta}$ with real $\theta$. Separate the real and imaginary parts of the Schrödinger equation. One of them does not contain $v$.
2. For (a), compare $\partial_t n$ with $\partial_x(xn)$. Integrating over $x$ leaves a constant; ask what it would do to the kinetic energy.
3. For (b), the velocity is $\partial_x\theta$. The integration over $x$ leaves a function of time. Keep it until the end.
4. For (c), solve your result for $s''$. In the free case, look at the second derivative of $s^2$.
5. For (d), the first and second derivatives of $s$ vanish at both ends of the ramp. Consider what this says about the initial and final states.

## Full solution

### Splitting the Schrödinger equation

Let $R=\sqrt n$. The Gaussian has no zeros, so $\theta$ is defined everywhere. Differentiating $\psi=Re^{i\theta}$ gives

$$i\,\partial_t\psi=(i\,\partial_tR-R\,\partial_t\theta)\,e^{i\theta},$$

$$\partial_x^2\psi=\left[\partial_x^2R-R(\partial_x\theta)^2+i\left(2\,\partial_xR\,\partial_x\theta+R\,\partial_x^2\theta\right)\right]e^{i\theta}.$$

Insert both and divide by $e^{i\theta}$. The imaginary part is

$$\partial_tR=-\partial_xR\,\partial_x\theta-\tfrac12R\,\partial_x^2\theta .$$

Multiply by $2R$ and use $2R\,\partial R=\partial n$ for either derivative. With $u=\partial_x\theta$, this becomes the continuity equation

$$\partial_tn=-\partial_x n\,u-n\,\partial_xu=-\partial_x(nu).$$

The real part is $-R\,\partial_t\theta=-\tfrac12\partial_x^2R+\tfrac12Ru^2+vR$. Dividing by $R$ and solving for $v$ gives

$$v=\frac{\partial_x^2R}{2R}-\partial_t\theta-\frac{u^2}{2}.$$

Continuity thus fixes the motion, and the second equation then gives the potential.

### (a) The velocity

The density depends on time through $s$, both in the prefactor and in the exponent:

$$\partial_tn=s'\left(\frac{x^2}{s^3}-\frac1s\right)n .$$

Since $\partial_xn=-(x/s^2)\,n$, we also have

$$\partial_x(xn)=n+x\,\partial_xn=\left(1-\frac{x^2}{s^2}\right)n .$$

Comparison gives $\partial_tn=-(s'/s)\,\partial_x(xn)$. Continuity then requires

$$\partial_x\left(nu-\frac{s'}{s}\,xn\right)=0,\qquad\text{so}\qquad nu=\frac{s'}{s}\,xn+C(t).$$

To fix $C$, consider the part of the kinetic energy due to the flow, $\tfrac12\int nu^2\,dx$. Its integrand contains

$$nu^2=\frac{(nu)^2}{n}=\frac{s'^2}{s^2}\,x^2n+\frac{2Cs'}{s}\,x+\frac{C^2}{n}.$$

Over a symmetric interval the middle term integrates to zero. The last one diverges as the interval grows, because $1/n$ increases like $e^{x^2/2s^2}$. Finite kinetic energy therefore requires $C=0$, and

$$u(x,t)=\frac{s'}{s}\,x .$$

The flow is a uniform stretching: a point at distance $x$ moves outward at a speed proportional to $x$.

### (b) The phase and the potential

Integrating $\partial_x\theta=u$ over $x$ gives

$$\theta(x,t)=\frac{s'}{2s}\,x^2+\theta_0(t).$$

Three terms are needed for $v$. First, $R\propto e^{-x^2/4s^2}$ as a function of $x$, so $\partial_xR=-(x/2s^2)R$. A second derivative gives

$$\partial_x^2R=\left(\frac{x^2}{4s^4}-\frac{1}{2s^2}\right)R,\qquad \frac{\partial_x^2R}{2R}=\frac{x^2}{8s^4}-\frac{1}{4s^2}.$$

Second, by the quotient rule,

$$\partial_t\theta=\frac{x^2}{2}\left(\frac{s''}{s}-\frac{s'^2}{s^2}\right)+\theta_0' .$$

Third, $u^2/2=s'^2x^2/(2s^2)$. Putting them together,

$$v=\frac{x^2}{8s^4}-\frac{1}{4s^2}-\frac{s''}{2s}x^2+\frac{s'^2}{2s^2}x^2-\theta_0'-\frac{s'^2}{2s^2}x^2 .$$

The two terms in $s'^2$ cancel, leaving

$$v(x,t)=\tfrac12\,\omega^2(t)\,x^2+c(t),\qquad \omega^2(t)=\frac{1}{4s^4}-\frac{s''}{s},$$

with $c=-1/(4s^2)-\theta_0'$. The potential is harmonic at each instant.

**Freedom.** The density fixes $u$, $u$ fixes $\theta$ up to $\theta_0(t)$, and these fix $v$ up to $c(t)$. This proves uniqueness directly for this density, without a Taylor expansion in time. The choice $\theta_0'=-1/(4s^2)$ makes $c=0$ and is used below.

**Initial state.** At $t=0$ the wavefunction must carry the phase $s'(0)\,x^2/(2s(0))$, up to a constant. A real Gaussian is the right start if $s'(0)=0$.

**Sign.** The symbol $\omega^2$ denotes the curvature of the potential and may be negative. The potential is then an inverted parabola, and $\omega$ is not a real frequency.

The argument relies on a one-electron wavefunction being fixed by $n$ and $\theta$. It also covers two non-interacting electrons of opposite spin in one orbital, since that orbital has density $n/2$ and obeys the one-electron equation. When different orbitals are occupied, the density and velocity no longer fix the wavefunction in this way and the inversion does not carry over as it stands. For example, one electron in each of the two lowest levels of the well with $\omega=1/2$ gives $n\propto(1+x^2)e^{-x^2/2}$ and $u=0$; the formula $\partial_x^2R/(2R)$ then yields $v(1)-v(0)=-0.5$, whereas the true well has $0.125$.

### (c) The equation of motion for the width

Multiplying the formula for $\omega^2$ by $s$ and solving for $s''$ gives

$$s''=\frac{1}{4s^3}-\omega^2s .$$

The first term is an outward push of quantum origin: it comes from the curvature of $\sqrt n$ and is strongest for a narrow density. The second is the force of the potential. If the prescribed $s''$ exceeds $1/(4s^3)$, the quantum push is too weak and the potential must push outward as well. This is when $\omega^2<0$.

*Constant width.* With $s''=0$, $\omega=1/(2s^2)$, or $s^2=1/(2\omega)$. This is the variance of the harmonic-oscillator ground state. The phase then changes at the rate $\theta_0'=-1/(4s^2)=-\omega/2$, as it must for the energy $\omega/2$.

*Free electron.* Set $\omega^2=0$, so that $s''=1/(4s^3)$, and let $s(0)=s_0$, $s'(0)=0$. Multiplying by $2s'$ and integrating from $0$ to $t$ gives

$$s'^2=\frac14\left(\frac{1}{s_0^2}-\frac{1}{s^2}\right).$$

Therefore

$$(s^2)''=2s'^2+2ss''=\frac{1}{2s_0^2}-\frac{1}{2s^2}+\frac{1}{2s^2}=\frac{1}{2s_0^2}.$$

Two integrations give $s^2=s_0^2+t^2/(4s_0^2)$, the spreading of a free Gaussian wavepacket.

### (d) The ramp

Since $d\tau/dt=1/4$, the second derivative is

$$s''=\frac{60\tau-180\tau^2+120\tau^3}{16}.$$

At $t=1$, $\tau=1/4$ and

$$s=1+0.15625-0.05859+0.00586=1.1035,$$

$$s''=\frac{15-11.25+1.875}{16}=0.3516 .$$

The two parts of the curvature are $1/(4s^4)=0.1686$ and $s''/s=0.3186$, so

$$\omega^2(1)=0.1686-0.3186=-0.1500 .$$

At $t=3$ the growth is slowing down. There $s=1.8965$ and $s''=-0.3516$, and

$$\omega^2(3)=0.0193+0.1854=0.2047 .$$

At first the well only weakens and lets the quantum push start the expansion; it then inverts and pushes the density apart, and later it brakes it. The curvature is negative from $t=0.347$ to $t=1.808$, with its lowest value, $-0.150$, at $t=0.967$.

For the confirmation, the electron starts as a real Gaussian with $s=1$, which is correct because $s'(0)=0$. It is then propagated on a grid in the potential $\tfrac12\omega^2(t)x^2$. Each time step applies half a step of kinetic evolution in Fourier space, a full step of the potential taken at the middle of the interval, and another half step of kinetic evolution. The prescribed width enters the propagation through $\omega^2$; otherwise it serves for comparison.

| $t$ | $\omega^2$ | prescribed $s$ (bohr) | propagated width (bohr) |
|---|---|---|---|
| 0 | 0.2500 | 1.0000 | 1.0000 |
| 1 | −0.1500 | 1.1035 | 1.1035 |
| 2 | 0.0494 | 1.5000 | 1.5000 |
| 3 | 0.2047 | 1.8965 | 1.8965 |
| 4 | 0.0156 | 2.0000 | 2.0000 |

The agreement extends to the whole density. With a time step of 0.005, its largest deviation from the prescribed Gaussian, over all grid points and times, is $3.9\times10^{-7}$ per bohr. At the larger steps 0.02 and 0.01 the deviations are $6.29\times10^{-6}$ and $1.57\times10^{-6}$ per bohr. Halving the step divides the error by 4.00, as expected for a second-order method. The deviation at these steps is thus time-step error, not a fault in $\omega^2$.

At both ends $s'=s''=0$, so there the state is the ground state of the momentary well. With $c=0$ its energy is $\omega/2=1/(4s^2)$, which falls from 0.2500 to 0.0625 hartree (1.70 eV). The propagation gives the same final energy, and a final ground-state population of 1.000000. The electron ends unexcited although the well was changed quickly and was even inverted for a time.

## Variation 1: leaving out the inertial term

*Use at each instant the well whose ground state has the wanted width, $\omega_{\rm st}^2=1/(4s^4)$. What happens on the same ramp?*

Call the actual width $\sigma(t)$. If $\sigma$ obeys the width equation with this curvature,

$$\sigma''=\frac{1}{4\sigma^3}-\frac{\sigma}{4s^4},\qquad \sigma(0)=1,\quad\sigma'(0)=0,$$

then part (b), with $\sigma$ in place of $s$, shows that a Gaussian of width $\sigma$ solves the Schrödinger equation in this well. The solution ends at $\sigma=1.599$ bohr instead of 2, and the grid propagation gives the same value. The final energy is 0.1226 hartree instead of 0.0625, and the ground-state population is 0.822. The density at time $t$ alone therefore does not determine the potential at time $t$: the term $s''/s$ depends on how the density changes.

A ramp ten times longer makes $s''$ a hundred times smaller at equal $\tau$. The largest width error during the ramp falls from 0.599 to 0.084 bohr, a factor of about 7. To see why it is not 100, set $\sigma=s+\delta$ and keep first order in $\delta$. With $1/(4\sigma^3)\approx1/(4s^3)-3\delta/(4s^4)$,

$$s''+\delta''=\frac{1}{4s^3}-\frac{3\delta}{4s^4}-\frac{s+\delta}{4s^4}=-\frac{\delta}{s^4},\qquad\text{so}\qquad \delta''+\frac{\delta}{s^4}=-s'' .$$

This is a driven oscillator of natural period $2\pi s^2$, which is at least 6.3 atomic units here. If $s$ changes slowly on that scale, $\delta\approx-s^4s''$, and the error is proportional to $s''$. A factor of 100 would require both ramps to be in this regime, and neither is. The short ramp lasts only 4 units, less than one period, so $\delta$ has no time to follow $-s^4s''$, which would reach about 5 bohr in the second half of the ramp; its actual error of 0.6 bohr is also too large for the linearisation to be more than a guide. The long ramp is not fully slow either: the period grows to $8\pi\approx25$ units at $s=2$, comparable with its 40 units. There the estimate $s^4|s''|$ is about 0.05 bohr at its largest, near $\tau=0.82$ (at $\tau=0.8$, $s=1.942$ and $s''=-5.76/1600$ give 0.051), below the 0.084 bohr found.

## Variation 2: a density that is already moving

*Take $s(t)=1+0.2\sin 2t$. Find the potential and the initial state, and see what a real initial Gaussian does.*

Here $s'=0.4\cos2t$ and $s''=-0.8\sin2t$, so

$$\omega^2=\frac{1}{4s^4}+\frac{0.8\sin2t}{s}.$$

At $t=0$, $s=1$ and $s'=0.4$. The required initial phase is $0.4x^2/2=0.2x^2$, and

$$\psi(x,0)=(2\pi)^{-1/4}\,e^{-x^2/4}\,e^{0.2\,i x^2}.$$

At $t=1$ the prescribed width is $1+0.2\sin2=1.182$ bohr. Propagation from this state gives 1.182 bohr. Propagation in the same potential from the real Gaussian, without the phase, gives 0.862 bohr.

The width equation shows why the second density shrinks. It starts with $\sigma=1$ and $\sigma'=0$. Since $\omega^2(0)=1/4$, its initial acceleration is also zero. The curvature then rises, because at $t=0$

$$\frac{d\omega^2}{dt}=-\frac{s'}{s^5}+1.6=-0.4+1.6=1.2$$

(the derivative of $1/s$ drops out, being multiplied by $\sin 0=0$). The inward force wins and the density contracts.

The two runs share the potential and the initial density but not the initial state, and their densities differ. The density thus depends on the initial state as well as on the potential, and the map from potential to density that the Runge-Gross theorem concerns is defined only once the initial state is given. For one electron on an infinite line, with a density free of zeros and finite kinetic energy, the prescribed density itself supplies the missing information. Continuity fixes $nu$ up to a constant $C$, and $C=0$ as in part (a), because $\int_{-L}^{L}dx/n\ge(2L)^2/\int_{-L}^{L}n\,dx\ge4L^2$ diverges for any normalised density. Thus $n$ and $\partial_tn$ at $t=0$ give $u(x,0)$, and hence the initial phase up to a constant. On a ring this fails: the states $e^{imx}/\sqrt{2\pi}$ with integer $m$ have the same uniform density, $\partial_tn=0$ and finite kinetic energy, but different velocities.

## Computed values

```
All values in Hartree atomic units (a.u.) unless marked
initial width 1.0 bohr = 0.5292 angstrom
final width 2.0 bohr = 1.0584 angstrom
ramp duration 4.0 a.u. = 0.0968 fs
grid: 512 points, spacing 0.09375 bohr, box -24 to 24 bohr
time step 0.005 a.u., 800 steps
t | s | s' | s'' | 1/(4s^4) | s''/s | omega^2 | propagated width
0.0 | 1.00000 | 0.00000 | 0.00000 | 0.25000 | 0.00000 | 0.25000 | 1.00000
1.0 | 1.10352 | 0.26367 | 0.35156 | 0.16859 | 0.31858 | -0.15000 | 1.10352
2.0 | 1.50000 | 0.46875 | 0.00000 | 0.04938 | 0.00000 | 0.04938 | 1.50000
3.0 | 1.89648 | 0.26367 | -0.35156 | 0.01933 | -0.18538 | 0.20470 | 1.89649
4.0 | 2.00000 | 0.00000 | 0.00000 | 0.01562 | 0.00000 | 0.01562 | 2.00000
omega^2 negative from t = 0.3474 to 1.8082 a.u.
lowest omega^2 = -0.15035 a.u. at t = 0.9670 a.u.
force from density alone at t = 1.3: largest error 1.9e-06 a.u. for |x| < 2.5 bohr
largest density error, main run: 3.9e-07 per bohr
density error, step 0.02: 6.29e-06 per bohr
density error, step 0.01: 1.57e-06 per bohr
ratio of these errors: 4.000
time-only phase at the end: -0.54285 rad
largest final wavefunction error: 8.9e-07 bohr^(-1/2)
density change from added c(t) = 0.7 cos(3t): 4.3e-15 per bohr
initial energy 0.25000 hartree = 6.8028 eV
final energy 0.06250 hartree = 1.7007 eV
final ground-state population: 1.000000
Without the term s''/s:
  final width 1.59868 bohr (width equation: 1.59868 bohr)
  final energy 0.12258 hartree = 3.3357 eV
  final ground-state population 0.82181
  largest width error, ramp of 4 a.u.: 0.59939 bohr
  largest width error, ramp of 40 a.u.: 0.08361 bohr
Moving start, s = 1 + 0.2 sin(2t), s'(0) = 0.4:
  prescribed width at t = 1: 1.18186 bohr
  width with initial phase: 1.18186 bohr
  width with real initial Gaussian: 0.86190 bohr
  largest density error with phase: 1.6e-07 per bohr
```
